# Surface Oxygen, Band Bending and Persistent Photoconductivity in Zinc Oxide Films

## The decision: a lifetime or an oxygen balance

Anyone simulating the response of a zinc-oxide film to ultraviolet light must decide how the extra electrons disappear after the light goes off. One choice is a constant recombination lifetime. The other is to solve, together with the carrier equations, a balance for oxygen on the surface. For the film treated here the first choice gives a half-time of 0.69 ns, and the second gives 0.29 s followed by a tail lasting many minutes.

A simple explanation of the slow response is that photoholes discharge adsorbed oxygen, the oxygen leaves, and the electrons have no holes left to recombine with. This explains how the excess arises, but not why it lasts, because neutral oxygen can capture an electron again. Three contributions must therefore be separated: hole capture, the surface barrier, and the departure of the oxygen.

The model is an n-type film of thickness \(d\) with one exposed face and uniform ionised donors of density \(N_D\). The exposed face carries \(s\) chemisorbed \(\mathrm{O_2^-}\) ions per unit area. \(N\) and \(P\) are the electrons and holes per unit area of film, and \(G\) is the absorbed pair flux. Bulk defects with their own slow response, grain boundaries and dissociated oxygen are left out.

## Contribution 1: hole capture leaves electrons unpaired

A hole either recombines with an electron, at rate \(P/\tau\), or neutralises an oxygen ion, at rate \(\kappa Ps\). The coefficient \(\kappa\) lumps together hole transport to the surface and capture there. Neutral oxygen captures electrons at rate \(R\), and each ion releases its electron thermally at rate \(e_n\). Counting every process gives

\[
\frac{dP}{dt}=G-\frac P\tau-\kappa Ps,\qquad
\frac{dN}{dt}=G-\frac P\tau-R+e_ns,
\]
\[
\frac{ds}{dt}=R-e_ns-\kappa Ps .
\]

Add the second and third equations and subtract the first. Every term cancels, so \(N+s-P\) is constant. Its value is fixed by neutrality: the negative charge \(N+s\) equals the positive charge \(N_Dd+P\). In the dark equilibrium, marked by 0, holes are negligible and \(N_0+s_0=N_Dd\). Subtraction gives the excess

\[
\Delta N=N-N_0=(s_0-s)+P .
\]

Once the holes are gone, each excess electron corresponds to one missing negative charge on the surface.

To find how many electrons a short pulse leaves unpaired, let it generate \(F\) pairs per unit area, few enough that \(s\approx s_0\). Integrate the hole equation from before the pulse until all holes have vanished. The left side is zero, so

\[
0=F-\left(\frac1\tau+\kappa s_0\right)\int P\,dt .
\]

The number of holes captured by oxygen is \(\kappa s_0\int P\,dt\). Dividing it by \(F\) gives the unpaired fraction

\[
\eta(s_0)=\frac{\kappa s_0}{1/\tau+\kappa s_0}=\frac{\kappa s_0\tau}{1+\kappa s_0\tau}.
\]

The example uses \(\tau=1\) ns and \(\kappa=10^{-3}\ \mathrm{cm^2/s}\), and the dark ion density derived below is \(s_0=8.43\times10^{11}\ \mathrm{cm^{-2}}\). Then \(\kappa s_0\tau=0.843\) and \(\eta=0.843/1.843=0.457\). Integrating the three balances through a 10 µs pulse, with readsorption included, also gives 0.457.

Now set \(\kappa=0\) and hold everything else fixed. The excess is then \(P\) alone. Under steady light \(P=G\tau\), which for \(G=10^{14}\ \mathrm{cm^{-2}s^{-1}}\) is \(10^5\ \mathrm{cm^{-2}}\), and it halves in \(\tau\ln2=0.69\) ns. With capture switched on, the steady excess is \(2.35\times10^{11}\ \mathrm{cm^{-2}}\), about two million times larger. Hole capture is thus the source of the stored electrons in this model. This comparison lets every hole recombine at rate \(1/\tau\) wherever it is. In a real film the band bending described below drives holes to the surface in well under 1 ns, and electrons are scarce there. An estimate with Boltzmann-distributed holes, \(\kappa=0\) and \(s\) held at \(s_0\) gives a steady excess of \(5\times10^{10}\) to \(2\times10^{11}\ \mathrm{cm^{-2}}\) and a half-time of 0.5 to 50 ms, depending on whether recombination runs through midgap traps or band to band. The 0.69 ns is therefore the constant-lifetime result, not that of a depleted film without hole capture. With capture, the survival of the stored electrons depends on \(R\).

## Contribution 2: the barrier slows recapture

### Band bending from surface charge

Let \(U(x)\) be the upward band bending divided by \(kT\), at distance \(x\) from the surface. For nondegenerate electrons in quasi-equilibrium, \(n=N_De^{-U}\). The electron energy \(kT\,U\) equals \(-q\phi\), with \(q\) the elementary charge and \(\phi\) the potential. Poisson's equation \(\phi''=-q(N_D-n)/\varepsilon\) becomes

\[
U''=\frac{1-e^{-U}}{L_D^2},\qquad L_D^2=\frac{\varepsilon kT}{q^2N_D}.
\]

Multiply by \(U'\) and integrate from the neutral interior, where \(U\) and \(U'\) vanish:

\[
\frac{(U')^2}{2}=\frac{U-1+e^{-U}}{L_D^2}.
\]

The \(-1\) makes the right side vanish at \(U=0\). The slope at the surface follows by integrating Poisson's equation once over depth. The uncompensated donors per unit area, \(\int(N_D-n)\,dx\), must balance \(s\), so \(-U'(0)=s/(N_DL_D^2)\). Insert this and write \(u=U(0)\):

\[
\frac{s^2}{s_T^2}=u-1+e^{-u},\qquad s_T=\sqrt2\,N_DL_D .
\]

For \(u\gg1\) the last exponential is negligible, and the electron density at the surface is

\[
n_s=N_De^{-u}\simeq N_D\,e^{-1}\exp\!\left(-\frac{s^2}{s_T^2}\right).
\]

The barrier grows as the square of the charge, so a modest loss of ions raises \(n_s\) by orders of magnitude. The factor \(e^{-1}\) comes from mobile electrons at the edge of the depleted layer. A sharp-edged depletion layer would miss it and make capture 2.7 times too fast at a given \(s\). When the dark and lit charges are recomputed with that layer, they shift to compensate, and the half-time found below changes by only about 2%.

The example has \(d=150\) nm, \(N_D=10^{17}\ \mathrm{cm^{-3}}\), relative permittivity 8.5 and \(T=300\) K. Then \(L_D=11.0\) nm and \(s_T=1.56\times10^{11}\ \mathrm{cm^{-2}}\). The dark charge gives \(u_0=30.25\), a barrier of 0.78 eV. Solving Poisson's equation numerically in the finite film, with zero field at the back face, also gives 30.25. The neutral interior exists because the depleted width, about \(s_0/N_D=84\) nm, leaves six Debye lengths of film. A thinner film with no such interior needs a different relation between \(s\) and \(n_s\).

### Supply, capture and thermal release

Neutral oxygen is weakly bound and exchanges quickly with the gas. For a gas of density \(p/kT\) and molecular mass \(M\), the one-sided Maxwell average of the normal velocity is \(\sqrt{kT/2\pi M}\). The impingement flux and the neutral coverage are therefore

\[
J=\frac{p}{\sqrt{2\pi MkT}},\qquad m=Jt_{\rm res},\qquad t_{\rm res}=t_a e^{E_b/kT},
\]

if every arriving molecule sticks. With \(t_a=10^{-13}\) s and \(E_b=0.15\) eV, \(t_{\rm res}\) is about \(3\times10^{-11}\) s. An oxygen pressure of 160 Torr, roughly that in air, gives \(m=1.90\times10^{12}\ \mathrm{cm^{-2}}\).

The capture rate is \(R=cmn_s\), where \(c\) is the capture cross-section times the mean thermal speed. Its reverse is fixed by detailed balance. Let the oxygen level lie \(E_t\) below the conduction edge at the surface, and the Fermi level \(\zeta\) below that edge. In equilibrium \(n_s=N_ce^{-\zeta/kT}\) and \(s/m=e^{(E_t-\zeta)/kT}\), with degeneracy factors absorbed in \(E_t\). Equating \(cmn_s\) with \(e_ns\) gives

\[
e_n=cn_s\frac ms=cN_ce^{-E_t/kT}.
\]

For a cross-section of \(10^{-16}\ \mathrm{cm^2}\) and \(E_t=0.85\) eV, \(c=2.15\times10^{-9}\ \mathrm{cm^3/s}\) and \(e_n=3.55\times10^{-5}\ \mathrm{s^{-1}}\). The condition \(cmn_s(s_0)=e_ns_0\) then determines the value of \(s_0\) used above.

### The state under steady light

Setting \(dP/dt=0\) gives \(P=G\tau/(1+\kappa s\tau)\), so holes discharge oxygen at the rate \(\kappa Ps=\eta(s)G\). Setting \(ds/dt=0\) gives

\[
\eta(s)G+e_ns=cmn_s(s).
\]

The solution is \(s_L=6.08\times10^{11}\ \mathrm{cm^{-2}}\). The arithmetic can be followed backwards. Here \(\eta=0.608/1.608=0.378\), so the discharge flux is \(3.78\times10^{13}\ \mathrm{cm^{-2}s^{-1}}\), far above thermal release. The capture velocity \(cm\) is \(4.09\times10^3\) cm/s, which requires \(n_s=9.2\times10^9\ \mathrm{cm^{-3}}\). Then \(u=\ln(10^{17}/9.2\times10^9)=16.2\), a barrier of 0.42 eV.

The barrier has fallen until electron capture keeps pace with hole capture. Together the two steps are recombination through surface oxygen, with the electron step held back by the barrier. For a mobility of \(20\ \mathrm{cm^2/Vs}\), the sheet conductance \(q\mu N\) rises from 2.11 to 2.86 µS, or by 36% of its dark value.

### Recapture after the light

Far from equilibrium, thermal release can be dropped. Then

\[
\frac{ds}{dt}=cmN_De^{-1}e^{-s^2/s_T^2}.
\]

Separate the variables and use \(\int e^{y^2}dy=(\sqrt\pi/2)\,\mathrm{erfi}(y)\) with \(y=s/s_T\). Starting from \(s_i\) at \(t=0\),

\[
t=\frac{e^{1}}{cmN_D}\,\frac{\sqrt\pi}{2}\,s_T
\left[\mathrm{erfi}\!\left(\frac{s}{s_T}\right)-\mathrm{erfi}\!\left(\frac{s_i}{s_T}\right)\right].
\]

For the excess to halve, this gives 0.288 s, in agreement with integration of the full balances.

A simpler form shows the shape of the decay. Differentiating \(s^2/s_T^2=u-1\) gives \(du/dt=(2s/s_T^2)\,cmN_De^{-u}\). The exponential changes much faster than \(s\), so hold \(s=s_i\) in the prefactor. Integration of \(e^u\,du\) gives

\[
u=u_i+\ln\!\left(1+\frac t{t_0}\right),\qquad
t_0=\frac{s_T^2}{2s_iR_i},
\]

where \(R_i=cmN_De^{-u_i}\) is the initial capture rate. Each additional \(kT\) of barrier multiplies the elapsed time by about 2.7 once \(t\gg t_0\), as long as thermal release remains negligible.

Here \(t_0=0.53\) ms. At 1 s the formula gives \(u=23.74\), while the full integration gives 23.92. The difference has the expected sign and size: \(s\) has by then grown by a factor 1.23, so freezing it can lower \(u\) by at most \(\ln1.23=0.21\).

For \(t\gg t_0\), \(u\simeq\ln(2s_icmN_Dt/s_T^2)\). The initial barrier has dropped out, apart from the weak factor \(s_i\). Stronger light therefore discharges more oxygen and makes the first part of the decay faster, but changes the later tail little.

### The last part of the decay

Near equilibrium, release matters. Put \(s=s_0-\delta\) and expand \(cmn_s(s)-e_ns\) to first order in \(\delta\). For large \(u\), \(du/ds=2s/s_T^2\), so \(s_0\,du/ds=2(u_0-1)\). Using \(cmn_s(s_0)=e_ns_0\),

\[
\frac{d\delta}{dt}=-e_n\left[2(u_0-1)+1\right]\delta
=-e_n(2u_0-1)\delta .
\]

The first term in the bracket is the response of capture through the barrier; the final 1 is the change in release. The time constant is \(\tau_f=1/(3.55\times10^{-5}\times59.5)=474\) s. The late slope of the full integration gives 473 s.

This limit requires \(\delta\ll\delta_T=s_T^2/(2s_0)=1.44\times10^{10}\ \mathrm{cm^{-2}}\), the charge that changes the barrier by one \(kT\). At 600 s the excess is \(4.97\times10^9\ \mathrm{cm^{-2}}\), so \(z=\delta/\delta_T=0.345\) is not yet very small. Keeping the exponential response of capture gives, for large \(u_0\),

\[
\frac{dz}{dt}\simeq-\frac{e^z-1}{\tau_f}
\quad\Rightarrow\quad
\frac{d}{dt}(1-e^{-z})=-\frac{1-e^{-z}}{\tau_f}.
\]

The second form follows on multiplying by \(e^{-z}\). Between 600 and 3600 s, \(1-e^{-z}\) falls from 0.292 by the factor \(e^{-3000/474}=1.8\times10^{-3}\). The predicted excess at 3600 s is \(7.5\times10^6\ \mathrm{cm^{-2}}\), as in the full integration. A pure exponential from 600 s would give \(8.8\times10^6\).

No single lifetime describes the whole curve. The excess is 14.7% of the dark electron density at 1 s, 4.9% at 60 s and 0.8% at 600 s.

### Removing the barrier

Now keep \(c\), \(m\) and the discharged starting state, but set \(n_s=N_D\). Half the excess, \(1.18\times10^{11}\ \mathrm{cm^{-2}}\), is recaptured at \(cmN_D=4.1\times10^{20}\ \mathrm{cm^{-2}s^{-1}}\), which takes 0.29 ns. This hypothetical rate ignores the time electrons need to reach the surface. It shows that unpaired electrons next to neutral oxygen are not long-lived in themselves. The barrier lengthens the half-time by a factor of \(10^9\).

## Contribution 3: departure of the oxygen

If the discharged molecules stayed on the surface as capture sites, the neutral density would be \(m+s_0-s\) instead of \(m\). Departure therefore matters when \(m\) is not large compared with \(s_0-s\).

In air \(m=1.9\times10^{12}\ \mathrm{cm^{-2}}\), while the discharged amount is at most \(2.35\times10^{11}\ \mathrm{cm^{-2}}\). Keeping the molecules shortens the half-time from 0.288 to 0.269 s, or by 7%. The gas replaces whatever leaves.

Lower pressure has two effects. Far from equilibrium, the erfi law makes the time between two fixed values of \(s\) proportional to \(1/m\), hence to \(1/p\). At 16 Torr, from the same discharged state, half the excess is recaptured in 2.89 s, ten times the value in air.

The second effect is a shift of equilibrium. If the film is lit in air and the pressure drops to 0.001 Torr at light-off, it settles with \(1.91\times10^{11}\ \mathrm{cm^{-2}}\) more electrons than in the air-dark state, 81% of the excess under light. Half recovery is never reached. If the discharged molecules were kept on the surface at this pressure, half recovery would take 4.1 s. Here departure decides the outcome.

This retained conductance is not a slow decay towards the old dark value. It belongs to the new pressure, and a film moved from air to 0.001 Torr in darkness would approach the same state. The dark route is slow, because ions must release electrons thermally. Even without recapture, lowering \(s\) from 8.43 to \(6.52\times10^{11}\ \mathrm{cm^{-2}}\) takes \(\ln(8.43/6.52)/e_n\approx7\times10^3\) s. The light used here can remove the same charge in about 4.5 ms if recapture is negligible. Ultraviolet light then speeds up a change that the pressure has made favourable. If it stays on, it drives \(s\) below the new equilibrium value, and part of the excess is recaptured afterwards.

## Weighing the contributions

The half-times below refer to the excess at light-off. Apart from the stated change, the parameters are those of the film in air. Except in the case without hole capture, every decay starts from the state lit in air, and the stated change is made at light-off.

| Case | Half-time |
|---|---:|
| All contributions, air | 0.29 s |
| No hole capture by oxygen, constant \(\tau\) | 0.69 ns |
| No barrier | 0.29 ns |
| Air, released oxygen kept | 0.27 s |
| 0.001 Torr, oxygen leaves | not reached |
| 0.001 Torr, released oxygen kept | 4.1 s |

The contributions do not add. In this model hole capture creates the excess and the barrier preserves it; removing either brings the half-time below 1 ns. For hole capture this holds only with a constant \(\tau\), because the barrier alone can also keep free holes apart from electrons. Departure is a small correction in air and decisive at low pressure. A constant lifetime is thus unsuitable for this film under the light used here when the response after the first nanoseconds matters. The recombination time \(\tau\) alone suffices only if the stored excess \(s_0-s\) can be ignored. Under steady light, \(\kappa s_0\tau\ll1\) does not ensure this, because slow recapture lets even a small captured fraction accumulate. With \(\kappa s_0\tau=10^{-3}\) and the same light, the steady balance still gives an excess of about \(1.2\times10^{11}\ \mathrm{cm^{-2}}\), half the value found above. The stored excess \(s_0-s\) stays below \(\delta_T\), about 2% of the dark electrons, if the discharge flux \(\eta G\) does not exceed the thermal release \(e_ns_0\approx3\times10^7\ \mathrm{cm^{-2}s^{-1}}\).

## The model beside a real film

The thickness, donor density, mobility and permittivity are rough but plausible values for a ZnO thin film. The capture coefficients, \(E_t\) and \(E_b\) are model choices and much less certain. Real films often show persistence from minutes to hours, longer than the half-time found here in air. A cross-section ten times smaller leaves the dark state unchanged, since \(c\) cancels from its balance, and makes both \(\tau_f\) and recapture from a given discharged state ten times longer. After the same light, however, the film starts with less surface charge, and its half-time grows only to about 0.8 s. Such a change in cross-section therefore does not explain half-times of minutes to hours. Real surfaces also break the assumption of a uniform barrier. A single ion at the mean ion spacing already shifts the local electron energy by 0.028 eV, about one \(kT\). The summed potential of many irregularly placed ions varies more, so capture can differ between sites by much more than a factor of 3. Grain boundaries and slow bulk defects may change the result further, by amounts this model cannot supply.

Some other effects can be estimated at 300 K. If the dark barrier is treated as a linear slope continuing past the surface, tunnelling raises the electron density there by 27%. The change in capture also depends on how the electron wave ends at the real surface. This estimate leaves that out, so it settles neither the size nor the sign of the change. The ratio \(N_D/N_c=0.03\) supports nondegenerate statistics, and a capture velocity about \(10^{-3}\) of the surface drift velocity supports quasi-equilibrium. Full ionisation is less secure. Donors 30 to 60 meV deep are only 85 to 69% ionised at this density, which lowers the factor \(e^{-1}\) to 0.31–0.24 and the free electrons gained per discharged ion to 0.85–0.69. The relative rise in conductance and the half-time in air hardly change. With about 0.6 donors per Debye sphere, the uniform donor charge is also a rough description. Temperature control matters too: with the prefactors held fixed, warming by 10 K multiplies \(e_n\) by 2.9. The remaining values are in the numerical output.

## Computed results

```
Temperature: 300 K
Donor density: 1e+17 cm^-3
Film thickness: 150 nm
Relative permittivity: 8.5
Effective mass / electron mass: 0.25
Electron mobility: 20 cm2/Vs
Absorbed pair flux G: 1e+14 cm^-2 s^-1
Light duration: 600 s
Recombination time tau: 1 ns
Hole capture coefficient kappa: 0.001 cm2/s
Electron capture cross-section: 1e-16 cm2
Oxygen level depth Et: 0.85 eV
Physisorption energy: 0.15 eV
Physisorption attempt time: 1e-13 s
Oxygen pressure in air: 160 Torr
Thermal energy kT: 0.02585 eV
Debye length: 11.02 nm
Charge scale sT: 1.558e+11 cm^-2
Electron capture coefficient c: 2.152e-09 cm3/s
Emission rate en: 3.548e-05 s^-1
Neutral oxygen m in air: 1.899e+12 cm^-2
Dark charged oxygen s0: 8.428e+11 cm^-2
Dark barrier: 0.7819 eV
Dark u0: formula: 30.25
Dark u0: Poisson solution: 30.25
Dark sheet electrons: 6.572e+11 cm^-2
Dark sheet conductance: 2.106 uS
Lit charged oxygen: 6.075e+11 cm^-2
Lit barrier: 0.4187 eV
Lit sheet conductance: 2.86 uS
Lit sheet holes: 6.221e+04 cm^-2
Pulse unpaired fraction: integration: 0.4573
Pulse unpaired fraction: formula: 0.4573
Lit excess without hole capture: 1e+05 cm^-2
Half-time without hole capture: 0.6931 ns
Excess electrons 0 s after light: 2.353e+11 cm^-2
Excess electrons 0.001 s after light: 2.142e+11 cm^-2
Excess electrons 1 s after light: 9.665e+10 cm^-2
Excess electrons 60 s after light: 3.227e+10 cm^-2
Excess electrons 600 s after light: 4.972e+09 cm^-2
Excess electrons 3600 s after light: 7.52e+06 cm^-2
Half-time in air: integration: 0.2883 s
Half-time in air: erfi law: 0.2882 s
Log-law onset t0: 0.5289 ms
u at 1 s: integration 23.923, log law 23.742
Final time: fit 473.1, formula 473.8 s
Half-time at 16 Torr: 2.889 s
Half-time without barrier: 0.2878 ns
Half-time in air, released O2 kept: 0.2692 s
Half-time at 0.001 Torr, O2 kept: 4.124 s
Final excess at 0.001 Torr, O2 leaves: 1.905e+11 cm^-2
Fraction of lit excess then retained: 0.8097
Surface field: 0.1794 MV/cm
Tunnelling factor on capture: 1.274
Donor density / Nc (degeneracy): 0.03188
Discrete-charge energy: 0.02783 eV
Capture velocity / drift velocity: 0.001139
Relative neutral-layer disturbance: 6.588e-10
Emission factor for 10 K warming: 2.888
```
